# Why hot electrons in cold silicon drift more slowly along 100

**Q:** I apply 1 kV/cm to high-purity silicon at 77 K and find a slower electron drift with the field along 100 than along 111. The crystal is cubic. Why should the direction matter?

**A:** Cubic symmetry makes the Ohmic conductivity isotropic. It does not restrict the response to a strong field in this way.

The conduction band has six valleys, two on each cubic axis. Near its minimum each is an ellipsoid with mass $m_l=0.916\,m_0$ along its own axis and $m_t=0.190\,m_0$ across it. If $M$ is the mass tensor and $\mathbf p$ the momentum measured from the minimum, the energy is $\varepsilon=\tfrac12\,\mathbf p\cdot M^{-1}\mathbf p$ and the velocity is $M^{-1}\mathbf p$.

Let $F$ be the field magnitude, $e>0$, and $\mathbf n$ the unit vector along the force on the electron; I count drift positive along $\mathbf n$. A force $eF\mathbf n$ changes the velocity along $\mathbf n$ at the rate $eF/m_F$, with

$$\frac1{m_F}=\mathbf n\cdot M^{-1}\mathbf n .$$

For a field along 100, two valleys have $m_F=m_l$ and four have $m_F=m_t$. For 111, each squared component of $\mathbf n$ is $1/3$, so all six valleys have

$$\frac1{m_{111}}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_{111}=0.258\,m_0 .$$

The average of $1/m_F$ over the valleys for 100 is $\tfrac26\,(1/m_l)+\tfrac46\,(1/m_t)$, which is the same number. Equal valley populations and equal mean scattering times therefore give equal drift in the two directions. A strong field must upset one of these equalities.

**Q:** How does the field know which valley to heat?

**A:** Through $m_F$. Define the scaled momentum $\mathbf w=M^{-1/2}\mathbf p$. Then $\varepsilon=w^2/2$, so the ellipsoid becomes a sphere, and between collisions

$$\dot{\mathbf w}=\mathbf a=eF\,M^{-1/2}\mathbf n,\qquad a^2=e^2F^2\,\mathbf n\cdot M^{-1}\mathbf n=\frac{e^2F^2}{m_F}.$$

I assume that every collision randomises the direction of $\mathbf w$, and that the total scattering rate $1/\tau(\varepsilon)$ depends on energy alone. It is then the same function in all valleys. To leading order in the angular dependence, write

$$f=f_0(\varepsilon)+f_1(\varepsilon)\cos\theta,$$

where $\theta$ is the angle between $\mathbf w$ and $\mathbf a$. The steady Boltzmann equation is $\mathbf a\cdot\nabla_w f=C[f]$, with $C$ the collision term. Since $\nabla_w\varepsilon=\mathbf w$, the field acting on $f_0$ gives $aw\cos\theta\,f_0'$. Electrons scattered into a state arrive isotropically, so collisions merely remove the $\cos\theta$ part, at the rate $1/\tau$. Equating the $\cos\theta$ terms and dropping higher angular terms,

$$awf_0'=-\frac{f_1}{\tau}\quad\Rightarrow\quad f_1=-aw\tau f_0' .$$

The density of states is proportional to $\sqrt\varepsilon$; normalise by $\int\sqrt\varepsilon f_0\,d\varepsilon=1$ within a valley. An electron gains energy at the rate $\dot\varepsilon=\mathbf w\cdot\mathbf a=aw\cos\theta$. With the angular average $\langle\cos^2\theta\rangle=1/3$, the upward current in energy is

$$J=\sqrt\varepsilon\,\frac{awf_1}{3}=-\sqrt\varepsilon\,\frac{a^2w^2\tau}{3}f_0'=-\sqrt\varepsilon\,D f_0',$$

$$D=\frac23\,\frac{e^2F^2}{m_F}\,\varepsilon\,\tau(\varepsilon),$$

where $w^2=2\varepsilon$ was used. The field makes electrons diffuse in energy, and they diffuse faster where $m_F$ is small. At the same energy, $D$ in the four light-direction valleys is larger than in the other two by the factor $m_l/m_t=4.82$. Phonon emission opposes both diffusions with the same rates, so the four valleys become hotter. I call them hot (h) and the other two cold (c), although both are above the lattice temperature.

**Q:** Does that energy current also give the drift velocity?

**A:** Yes. The integral of $J$ over energy is the mean power taken from the field per electron:

$$\int J\,d\varepsilon=\langle\mathbf a\cdot\mathbf w\rangle=eF\langle\mathbf n\cdot M^{-1/2}\mathbf w\rangle=eF\langle\mathbf n\cdot M^{-1}\mathbf p\rangle=eFv .$$

Insert $J$ and divide by $eF$:

$$v=\frac{2eF}{3m_F}\int_0^\infty\varepsilon^{3/2}\tau(\varepsilon)\,(-f_0')\,d\varepsilon .$$

In a weak field $f_0\propto e^{-\varepsilon/k_BT}$, hence $-f_0'=f_0/k_BT$. With $x=\varepsilon/k_BT$ the normalising integral is $\Gamma(3/2)$, and $\tfrac32\Gamma(3/2)=\Gamma(5/2)$, so

$$\mu=\frac{v}{F}=\frac{e}{m_F}\,\frac{1}{\Gamma(5/2)}\int_0^\infty\tau\,x^{3/2}e^{-x}dx .$$

Averaging over equally filled valleys replaces $m_F$ by $m_{111}$ for either direction. For the model parameters given below, this integral gives 22,240 cm²/Vs. A numerical solution of the energy-diffusion equation at very weak field gives 22,210 cm²/Vs for both directions. The anisotropy is therefore a hot-electron effect.

**Q:** What happens to the populations when the valleys have different energies?

**A:** Electrons change valley by scattering from phonons of large wave vector. A g phonon takes an electron to the opposite valley on the same axis. An f phonon takes it to one of the four valleys on the other two axes.

The f-phonon emission rate follows from the golden rule. Let $K$ be the coupling (energy per length), $\rho$ the density, $V$ the volume, $N$ the phonon occupation and $g$ the density of states of one valley for one spin. The squared matrix element is $\hbar K^2(N+1)/(2\rho V\omega)$. Multiplying by $2\pi/\hbar$ and by the $4Vg$ final states per unit energy gives

$$W_{\rm em}(\varepsilon)=\frac{4\pi K^2}{\rho\omega}(N+1)\,g(\varepsilon-\hbar\omega).$$

To find $g$, divide the momentum volume $\tfrac{4\pi}{3}(2\varepsilon)^{3/2}\sqrt{m_lm_t^2}$ of the ellipsoid by $(2\pi\hbar)^3$ and differentiate:

$$g(\varepsilon)=\frac{\sqrt{m_lm_t^2}\,\sqrt\varepsilon}{\sqrt2\,\pi^2\hbar^3}\quad(\varepsilon>0),\qquad g=0\quad(\varepsilon<0).$$

Emission thus has a threshold, $\varepsilon>\hbar\omega$. The stronger f phonon in the model has 50 meV, while $k_BT=6.64$ meV. Absorption of this phonon is weak, since $N\approx e^{-50/6.64}\approx5\times10^{-4}$. Exit by this phonon therefore depends mainly on the energetic tail of the distribution, which is larger in a hot valley.

Now count transfers. Let $P_c$ and $P_h=1-P_c$ be the total shares of the two groups, and $W_c$, $W_h$ the mean f-exit rates per electron, including absorption. From a cold valley all four f destinations are hot. From a hot valley two of the four are cold and two are hot. The destinations are equally likely, so in steady state

$$P_cW_c=\tfrac12P_hW_h=\tfrac12(1-P_c)W_h .$$

Collecting the $P_c$ terms gives $P_c(W_c+\tfrac12W_h)=\tfrac12W_h$, or

$$P_c=\frac{W_h}{W_h+2W_c}.$$

Equal rates return the equal-valley share, $1/3$. If $W_h>W_c$, the cold valleys hold more than their share. Those are the valleys with the large mass along the field, so the average drift falls. Along 111 all valleys are heated alike and no such transfer occurs.

**Q:** How large are these effects at my field?

**A:** I take rough typical silicon parameters: density 2.33 g/cm³, sound speed 9.0 km/s and an acoustic deformation potential of 9.0 eV. The phonon spectrum is reduced to four rounded modes:

- g phonons: 20 meV with $1.0\times10^8$ eV/cm, and 60 meV with $1.1\times10^9$ eV/cm;
- f phonons: 20 meV with $3.0\times10^7$ eV/cm, and 50 meV with $3.0\times10^8$ eV/cm.

Acoustic scattering is treated as elastic here. Solving the coupled energy equations at 77 K and 1 kV/cm along 100 gives:

| Quantity | Cold | Hot |
|---|---:|---:|
| Mean energy (meV) | 24.9 | 30.4 |
| Fraction above 50 meV | 0.070 | 0.163 |
| f-exit rate (1/ns) | 44.9 | 108.4 |
| Valley drift (10⁶ cm/s) | 2.92 | 10.39 |

The mean energies differ by less than a quarter, but the tails differ by a factor of 2.3 and the exit rates by 2.4. The balance gives

$$P_c=\frac{108.4}{108.4+2(44.9)}=0.547,$$

so the two cold valleys hold 55% of the electrons instead of 33%. In units of $10^6$ cm/s,

$$v_{100}=0.547(2.92)+0.453(10.39)=6.30,\qquad v_{111}=8.18 .$$

The 100 drift is 23% below the 111 drift.

**Q:** Is it the heating or the repopulation that slows the electrons?

**A:** Heating starts the chain, but repopulation supplies most of the gap. Substituting $P_h=1-P_c$,

$$v_{100}=P_cv_c+(1-P_c)v_h=\frac{v_c+2v_h}{3}-\left(P_c-\frac13\right)(v_h-v_c).$$

To check the second form, collect the coefficient of $v_c$: $\tfrac13+P_c-\tfrac13=P_c$. That of $v_h$ is $\tfrac23-P_c+\tfrac13=1-P_c$. Subtracting from $v_{111}$,

$$v_{111}-v_{100}=\left[v_{111}-\frac{v_c+2v_h}{3}\right]+\left(P_c-\frac13\right)(v_h-v_c).$$

The bracket is the effect of unequal heating at equal valley shares, $8.18-7.90=0.28$. The last term is repopulation, $0.214\times7.47=1.60$. Of the total gap of 1.88, repopulation accounts for 85%.

This split uses valley velocities already altered by the exchange of electrons. A separate calculation removes the exchange: f phonons keep their scattering strength but return each electron to its own axis. The shares then stay equal, and $v_{100}$ rises from 6.30 to 7.87, close to the 111 value. Unequal heating without repopulation leaves a gap of 0.31.

**Q:** Why is that remaining gap so small, when the heating is so unequal?

**A:** Keep $F$ fixed and consider a valley that exchanges no electrons with the other group. Its $f_0$ depends on field and mass through $F^2/m_F$ alone, so its drift is a function $G(y)$ of $y=1/m_F$. Both directions have the same average $y$. The gap is therefore

$$G\!\left(\tfrac13y_l+\tfrac23y_t\right)-\left[\tfrac13G(y_l)+\tfrac23G(y_t)\right],$$

with $y_l=1/m_l$ and $y_t=1/m_t$. It is the height of the curve above its chord. In the Ohmic regime $G$ is a straight line and the gap vanishes. Here the curve lies 0.31 above a chord value of 7.87, about 4% of $v_{111}$. This does not mean that $G$ is nearly straight: for these masses and weights even $G\propto\sqrt y$ lies above its chord by just 4.6% of its value. Repopulation changes the weights $\tfrac13$ and $\tfrac23$ themselves, and so acts on the full difference $v_h-v_c$.

**Q:** You dropped the higher angular terms. Can I trust the result?

**A:** The direction of the effect, yes; at 1 kV/cm, the velocities to roughly 10%. The error in the velocities grows with field: the expansion is within about 2% at 0.1 and 0.3 kV/cm but high by about 20% at 3 kV/cm. A Monte Carlo simulation of the same scattering model follows electrons in true momentum space with tensor masses and makes no angular expansion. It gives $v_{100}=5.83$ and $v_{111}=7.33$, again in $10^6$ cm/s. The expansion is high by 8% and 12% relative to these values, within the 15% allowed in the test. The ratio $v_{100}/v_{111}$ is 0.80 in the simulation and 0.77 in the expansion.

The simulation also tests the population argument. Its exit rates, 41.0 and 91.4 per ns, predict $P_c=91.4/(91.4+82.0)=0.527$; directly counted electrons give 0.521. With changes of axis switched off, its 100 drift rises to 7.04, which reduces the gap from 1.50 to 0.29 in the same units.

**Q:** Should the anisotropy keep growing if I raise the field?

**A:** Not in this model. The following values include energy loss to acoustic phonons, which matters at weak field:

| Field (kV/cm) | $v_{100}/v_{111}$ | $P_c$ |
|---:|---:|---:|
| 0.01 | 0.997 | 0.335 |
| 0.10 | 0.892 | 0.420 |
| 0.30 | 0.735 | 0.584 |
| 1.00 | 0.756 | 0.565 |
| 3.00 | 0.816 | 0.509 |

These values come from the two-term expansion. Without it, the ratio at 0.3 to 3 kV/cm is higher by 0.01 to 0.025 and $P_c$ is lower by a similar amount, with the same trend. Of these fields, 0.3 kV/cm gives the strongest anisotropy. The population balance gives $W_h/W_c=2P_c/(1-P_c)$, so the listed shares imply that the ratio of exit rates falls from 2.8 at 0.3 kV/cm to 2.1 at 3 kV/cm. Repopulation weakens accordingly. The calculation does not isolate what lowers this ratio.

Warming the lattice to 300 K at a fixed 1 kV/cm brings the ratio to 0.988 and $P_c$ to 0.338. Stronger phonon scattering reduces the heating, while thermal electrons and phonon absorption allow exit from every valley even without it. The calculation does not separate these contributions.

**Q:** How closely does this describe my sample, or a transistor?

**A:** Bulk high-purity silicon at 77 K does show the faster drift along 111, and drift speeds of order $10^7$ cm/s in fields of a few kV/cm are realistic. The masses are close to the real ones; the four phonon modes are a simplification. At 1 kV/cm, acoustic energy loss changes the ratio from 0.771 to 0.756. At the mean energy of the hot valleys, band nonparabolicity would raise the mass by about 3%; the resulting change in drift is not calculated here. Quantum phonon occupation alone would raise the acoustic rate by about 5%, but the finite phonon energy also shifts the final states, and at this energy the net change is about 1%. Degeneracy matters near $4\times10^{18}$ electrons/cm³, far above the density in pure material. Impurity scattering in doped silicon is not sized here.

A short device can break the steady-state assumption. Out of balance,

$$\frac{dP_c}{dt}=\tfrac12W_h-\left(W_c+\tfrac12W_h\right)P_c .$$

With the rates held at their final values, the populations approach their steady values with a time constant of $1/(44.9+54.2)$ ns, about 10 ps. At $6.3\times10^6$ cm/s this corresponds to about 0.6 µm. In a much shorter channel at this field the shares stay near their entry values, so repopulation has little effect. This length shrinks as the field rises: at 10 kV/cm the same model at 77 K gives $P_c\approx0.42$ after 0.1 µm. Transistor fields of order 100 kV/cm redistribute the valleys within tens of nanometres, at energies where the parabolic model no longer holds. The steady valley drifts above do not apply there either. Over 0.1 µm this field supplies only 10 meV per electron, too little to raise the mean energy from its thermal value of 10 meV to the steady 25–30 meV.

Confinement in a surface channel can also split the valleys in energy before any drift field is applied. The equal starting shares and the bulk density of states then both fail, and the numbers here should not be carried over. The full numerical output follows.

## Numbers as computed

```
lattice temperature 77 K, field 1.0 kV/cm
masses m_l, m_t, m_F(111): 0.916 0.190 0.258 m0
heating ratio m_l/m_t: 4.82
density 2.33 g/cm3, sound 9.0 km/s, acoustic potential 9.0 eV
g phonon 20 meV, coupling 1.0e+08 eV/cm, final valleys 1
g phonon 60 meV, coupling 1.1e+09 eV/cm, final valleys 1
f phonon 20 meV, coupling 3.0e+07 eV/cm, final valleys 4
f phonon 50 meV, coupling 3.0e+08 eV/cm, final valleys 4
thermal energy kT: 6.64 meV
Ohmic mobility, thermal average: 22241 cm2/Vs
Ohmic mobility, grid 100 and 111: 22211 22211 cm2/Vs
-- field along 100, pairs are (cold, hot)
grid: mean energies 24.9 30.4 meV
grid: f exit rates 44.9 108.4 1/ns
grid: shares 0.547 0.453
grid: valley drifts 2.92 10.39 1e6 cm/s
Monte Carlo: mean energies 23.7 27.5 meV
Monte Carlo: f exit rates 41.0 91.4 1/ns
Monte Carlo: shares 0.521 0.479
Monte Carlo: valley drifts 2.75 9.19 1e6 cm/s
grid: fractions above 50 meV 0.0696 0.1634
cold share from Monte Carlo exit rates: 0.527
-- total drift
grid v100, v111: 6.30 8.18 1e6 cm/s, ratio 0.771
Monte Carlo v100, v111: 5.83 7.33 1e6 cm/s, ratio 0.796
grid mean energy for 111: 29.2 meV
Monte Carlo share of one axis for 111: 0.333
grid gap v111-v100: 1.88 1e6 cm/s
  unequal heating at equal shares: 0.28 1e6 cm/s
  repopulation: 1.60 1e6 cm/s
repopulation off, v100 grid, Monte Carlo: 7.87 7.04 1e6 cm/s
-- sweep with acoustic energy loss: field, v100, v111, ratio, cold share
0.01 kV/cm: 0.22 0.22 1e6 cm/s, 0.997, 0.335
0.10 kV/cm: 1.58 1.77 1e6 cm/s, 0.892, 0.420
0.30 kV/cm: 2.89 3.93 1e6 cm/s, 0.735, 0.584
1.00 kV/cm: 6.29 8.32 1e6 cm/s, 0.756, 0.565
3.00 kV/cm: 10.38 12.72 1e6 cm/s, 0.816, 0.509
300 K, 1 kV/cm: v100/v111 0.988, cold share 0.338
-- other neglected effects
nonparabolic mass increase, hot valleys, 0.5 per eV: 3.0 %
typical acoustic phonon, hot valleys: 4.9 meV
acoustic rate increase from quantum occupation: 4.5 %
degeneracy matters near electron density: 3.6e+18 1/cm3
```
